**Gas solubility with Gaussian site energies in a glass**

For dilute filling, interstitial-site energies of standard deviation s multiply the solubility by F = exp[s²/(2kB²T²)] and lower the apparent solution enthalpy H = −d ln(n/p)/d(1/kB T) by s²/(kB T). Here n is the number of dissolved molecules per volume, p the gas pressure, T the temperature and kB the Boltzmann constant. The program integrates the single-occupancy filling of sites over the Gaussian and asserts that F, H, the energies of the filled sites and the Arrhenius slope and prefactor agree with the formulas. It also asserts the upper bound on the saturation error, the scatter among random 500-site glasses, and the formulas for a varying width, an energy-dependent cage frequency and a cut tail. The skewed distribution is checked only approximately, against an expansion to first order in the skewness. For model O2 in silica at 1273 K and 760 Torr, with s = 0.15 eV, the output shows F = 2.55 and a lowering of 0.205 eV, which turns H from +0.105 to −0.100 eV. Saturation of deep sites is negligible there, reaches 10 % at 626 K, and makes the dilute formula useless at 300 K. The site parameters are round model values, not measurements.

## Numerical verification

```python
"""Solubility of a gas in a glass with Gaussian interstitial-site energies.

Result under test: for dilute filling, energies of standard deviation s
multiply the solubility by F = exp(s^2 / (2 (kB T)^2)) and lower the
apparent solution enthalpy H = -d ln(n/p)/d beta by s^2/(kB T).
Symbols: beta = 1/(kB T), E0 = mean site energy, u = (E - E0)/s,
x = s*beta, n = dissolved molecules per volume, p = gas pressure,
theta = mean site occupancy, hw = cage vibration quantum.
Energies are in eV unless a name says otherwise.
The example is O2 in silica with round model parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid, quad
from scipy.optimize import brentq
from scipy.stats import norm, gamma

KB = const.k / const.e
MASS = 2 * 15.999 * const.atomic_mass
SITES = 1.0e21          # sites per cm^3
E0 = 0.05
S = 0.15
HW = 0.006
ATM = const.atm
T_MAIN = 1273.0
TEMPS = (1073.0, 1273.0, 1473.0)


def thermal_wavelength(T):
    return const.h / np.sqrt(2 * np.pi * MASS * const.k * T)


def log_activity(T, p):
    """ln z: gas phase-space density times classical cage factor."""
    gas = p * thermal_wavelength(T)**3 / (const.k * T)
    return np.log(gas) + 3 * np.log(KB * T / HW)


U = np.linspace(-14, 14, 8001)
GAUSS = np.exp(-U**2 / 2) / np.sqrt(2 * np.pi)


def site_filling(T, p, width):
    """Occupancy of each site class, at most one molecule per site."""
    return 1 / (1 + np.exp((E0 + width * U) / (KB * T)
                           - log_activity(T, p)))


def occupancy(T, p, width=S):
    return trapezoid(GAUSS * site_filling(T, p, width), U)


def dilute_occupancy(T, p):
    return np.exp(log_activity(T, p) - E0 / (KB * T)
                  + 0.5 * (S / (KB * T))**2)


def log_factor(beta, width=S, freq_slope=0.0, cut=14.0):
    """ln of the Boltzmann average over sites, by quadrature."""
    u = np.linspace(-cut, cut, 8001)
    g = np.exp(-u**2 / 2)
    boltz = np.exp(-beta * width * u - 3 * freq_slope * u)
    return np.log(trapezoid(g * boltz, u) / trapezoid(g, u))


def slope(function, beta):
    step = 1e-3 * beta
    return (function(beta + step) - function(beta - step)) / (2 * step)


beta = 1 / (KB * T_MAIN)
x = S * beta

# Gas translation: explicit sum over particle-in-a-box levels.
box = 1.0e-8
levels = np.arange(1, 20001)
level_energy = (const.h * levels)**2 / (8 * MASS * box**2)
box_sum = np.exp(-level_energy / (const.k * T_MAIN)).sum()
assert abs(box_sum + 0.5 - box / thermal_wavelength(T_MAIN)) < 1e-4

# Cage vibration: explicit level sum against the classical value.
y = HW * beta
vib_sum = np.exp(-y * (np.arange(5000) + 0.5)).sum()
quantum_ratio = (vib_sum * y)**3
assert abs(quantum_ratio - (1 - y**2 / 8)) < 1e-6

# Solubility factor and enthalpy from the full occupancy at low pressure.
P_LOW = 1.0
rows = []
for T in TEMPS:
    b = 1 / (KB * T)
    factor = occupancy(T, P_LOW) / occupancy(T, P_LOW, 0.0)
    assert abs(factor / np.exp((S * b)**2 / 2) - 1) < 1e-6

    def log_solubility(bb, width=S):
        return np.log(occupancy(1 / (KB * bb), P_LOW, width) / P_LOW)

    H = -slope(log_solubility, b)
    H_uniform = -slope(lambda bb: log_solubility(bb, 0.0), b)
    assert abs(H - (E0 + 0.5 / b - S**2 * b)) < 1e-6
    assert abs(H_uniform - H - S**2 * b) < 1e-6
    rows.append((T, factor, H_uniform - H, H, SITES * occupancy(T, ATM)))

# Energies of the filled sites.
filled = GAUSS * site_filling(T_MAIN, P_LOW, S)
filled = filled / trapezoid(filled, U)
mean_u = trapezoid(filled * U, U)
std_u = np.sqrt(trapezoid(filled * (U - mean_u)**2, U))
assert abs(mean_u + x) < 1e-6 and abs(std_u - 1) < 1e-6

# Tangent Arrhenius line and line through two temperatures.
log_prefactor = log_factor(beta) - beta * slope(log_factor, beta)
assert abs(log_prefactor + x**2 / 2) < 1e-7
b_cold, b_hot = 1 / (KB * TEMPS[0]), 1 / (KB * TEMPS[2])
ratio_cold = occupancy(TEMPS[0], P_LOW) / occupancy(TEMPS[0], P_LOW, 0.0)
ratio_hot = occupancy(TEMPS[2], P_LOW) / occupancy(TEMPS[2], P_LOW, 0.0)
two_point = np.log(ratio_cold / ratio_hot) / (b_cold - b_hot)
assert abs(two_point - S**2 * (b_cold + b_hot) / 2) < 1e-6


# Saturation of deep sites: size and upper bound of the dilute error.
def deficit(T, p):
    return 1 - occupancy(T, p) / dilute_occupancy(T, p)


def deficit_bound(T, p):
    return dilute_occupancy(T, p) * np.exp((S / (KB * T))**2)


for T in (300.0, 500.0, 700.0, 1073.0, 1273.0):
    for p in (100.0, ATM, 100 * ATM):
        assert 0 < deficit(T, p) <= deficit_bound(T, p)
assert abs(deficit(T_MAIN, 100.0) / deficit_bound(T_MAIN, 100.0) - 1) < 0.01
T_ten_percent = brentq(lambda T: deficit(T, ATM) - 0.1, 400, 1273)
cold_dilute = dilute_occupancy(300.0, ATM)
cold_full = occupancy(300.0, ATM)
assert cold_dilute > 1 and cold_full < 0.05

# Scatter among finite random glasses.
N_MODEL = 500
rng = np.random.default_rng(7)
averages = np.concatenate([
    np.exp(-x * rng.standard_normal((1000, N_MODEL))).mean(axis=1)
    for _ in range(10)])
scatter = averages.std() / averages.mean()
scatter_formula = np.sqrt((np.exp(x**2) - 1) / N_MODEL)
assert abs(averages.mean() / np.exp(x**2 / 2) - 1) < 0.006
assert abs(scatter / scatter_formula - 1) < 0.10  # sampling noise

# Width that follows a power of temperature.
ETA = 0.1
drift_lowering = slope(
    lambda b: log_factor(b, width=S * (beta / b)**ETA), beta)
assert abs(drift_lowering - (1 - ETA) * S**2 * beta) < 1e-6

# Cage frequency that rises with site energy.
FREQ = 0.1
freq_factor = np.exp(log_factor(beta, freq_slope=FREQ))
freq_lowering = slope(lambda b: log_factor(b, freq_slope=FREQ), beta)
assert abs(np.log(freq_factor) - (x + 3 * FREQ)**2 / 2) < 1e-7
assert abs(freq_lowering - (S**2 * beta + 3 * FREQ * S)) < 1e-6

# Gaussian cut off at three standard deviations on both sides.
CUT = 3.0
cut_factor = np.exp(log_factor(beta, cut=CUT))
cut_lowering = slope(lambda b: log_factor(b, cut=CUT), beta)
inside = norm.cdf(CUT + x) - norm.cdf(-CUT + x)
whole = norm.cdf(CUT) - norm.cdf(-CUT)
cut_formula = np.exp(x**2 / 2) * inside / whole
cut_slope = S * (x + (norm.pdf(CUT + x) - norm.pdf(CUT - x)) / inside)
assert abs(cut_factor / cut_formula - 1) < 1e-5
assert abs(cut_lowering - cut_slope) < 1e-5

# Skewed site energies: shifted gamma distribution, long tail upward.
SKEW = 0.2
shape = 4 / SKEW**2
v = np.linspace(-9.9, 16, 12001)
skew_pdf = gamma.pdf(shape + np.sqrt(shape) * v, shape) * np.sqrt(shape)


def skew_log_factor(b):
    return np.log(trapezoid(skew_pdf * np.exp(-b * S * v), v))


skew_factor = np.exp(skew_log_factor(beta))
skew_lowering = slope(skew_log_factor, beta)
assert abs(np.log(skew_factor) - (x**2 / 2 - SKEW * x**3 / 6)) < 0.02
assert abs(skew_lowering - (S * x - SKEW * S * x**2 / 2)) < 0.006

# Hindered rotation, U = barrier * sin^2(angle), the same in every site.
BARRIER = 0.1
rot_factor = quad(lambda c: np.exp(-beta * BARRIER * (1 - c*c)), 0, 1)[0]
rot_energy = quad(lambda c: BARRIER * (1 - c*c)
                  * np.exp(-beta * BARRIER * (1 - c*c)), 0, 1)[0] / rot_factor

print(f"Site density: {SITES:.1e} cm^-3")
print(f"Mean site energy E0: {E0:.3f} eV")
print(f"Standard deviation s: {S:.3f} eV")
print(f"Cage quantum: {HW*1000:.1f} meV")
print(f"Pressure: {ATM/const.torr:.0f} Torr")
for T, factor, lowering, H, density in rows:
    print(f"At {T:.0f} K: kB T = {KB*T:.4f} eV, s/kB T = {S/(KB*T):.3f}")
    print(f"  solubility factor F: {factor:.3f} (no unit)")
    print(f"  enthalpy lowering: {lowering:.4f} eV")
    print(f"  apparent enthalpy H: {H:.4f} eV")
    print(f"  dissolved O2: {density:.3e} cm^-3")
print(f"Values below are for {T_MAIN:.0f} K unless stated")
print(f"Thermal wavelength: {thermal_wavelength(T_MAIN)*1e9:.5f} nm")
print(f"Activity z: {np.exp(log_activity(T_MAIN, ATM)):.3e} (no unit)")
print(f"O2 with all sites at E0: "
      f"{SITES*occupancy(T_MAIN, ATM, 0.0):.3e} cm^-3")
print(f"Enthalpy with all sites at E0: {E0 + KB*T_MAIN/2:.4f} eV")
print(f"Mean energy of filled sites: {E0 + S*mean_u:.4f} eV")
print(f"Width of filled-site energies: {S*std_u:.4f} eV")
print(f"Arrhenius prefactor multiplier: {np.exp(log_prefactor):.3f} (no unit)")
print(f"Arrhenius enthalpy multiplier: {np.exp(x**2):.3f} (no unit)")
print(f"Lowering from 1073-1473 K line: {two_point:.4f} eV")
print(f"Dilute mean occupancy: {dilute_occupancy(T_MAIN, ATM):.3e} (no unit)")
print(f"Saturation error: {100*deficit(T_MAIN, ATM):.4f} %")
print(f"Saturation error bound: {100*deficit_bound(T_MAIN, ATM):.4f} %")
print(f"Saturation error reaches 10 % at: {T_ten_percent:.0f} K")
print(f"300 K dilute occupancy: {cold_dilute:.2f} (no unit, impossible)")
print(f"300 K full occupancy: {cold_full:.4f} (no unit)")
print(f"Scatter of F, {N_MODEL}-site glasses, sampled: {100*scatter:.1f} %")
print(f"Scatter of F, formula: {100*scatter_formula:.1f} %")
print(f"Quantum vibration changes n by: {100*(quantum_ratio-1):.3f} %")
print(f"Rotation barrier {BARRIER:.2f} eV: n times {rot_factor:.3f}")
print(f"  and H raised by {rot_energy:.4f} eV")
print(f"Width ~ T^{ETA:.1f}: lowering {drift_lowering:.4f} eV")
print(f"Frequency exponent b = {FREQ:.1f}: F = {freq_factor:.3f}")
print(f"  and lowering {freq_lowering:.4f} eV")
print(f"Cut at {CUT:.0f} s: F = {cut_factor:.3f}")
print(f"  and lowering {cut_lowering:.4f} eV")
print(f"Skewness {SKEW:.1f}: F = {skew_factor:.3f}")
print(f"  and lowering {skew_lowering:.4f} eV")
print("success")
```

Printed output:

```
Site density: 1.0e+21 cm^-3
Mean site energy E0: 0.050 eV
Standard deviation s: 0.150 eV
Cage quantum: 6.0 meV
Pressure: 760 Torr
At 1073 K: kB T = 0.0925 eV, s/kB T = 1.622
  solubility factor F: 3.728 (no unit)
  enthalpy lowering: 0.2433 eV
  apparent enthalpy H: -0.1471 eV
  dissolved O2: 4.542e+16 cm^-3
At 1273 K: kB T = 0.1097 eV, s/kB T = 1.367
  solubility factor F: 2.547 (no unit)
  enthalpy lowering: 0.2051 eV
  apparent enthalpy H: -0.1003 eV
  dissolved O2: 3.681e+16 cm^-3
At 1473 K: kB T = 0.1269 eV, s/kB T = 1.182
  solubility factor F: 2.010 (no unit)
  enthalpy lowering: 0.1773 eV
  apparent enthalpy H: -0.0638 eV
  dissolved O2: 3.325e+16 cm^-3
Values below are for 1273 K unless stated
Thermal wavelength: 0.00865 nm
Activity z: 2.280e-05 (no unit)
O2 with all sites at E0: 1.446e+16 cm^-3
Enthalpy with all sites at E0: 0.1048 eV
Mean energy of filled sites: -0.1551 eV
Width of filled-site energies: 0.1500 eV
Arrhenius prefactor multiplier: 0.393 (no unit)
Arrhenius enthalpy multiplier: 6.487 (no unit)
Lowering from 1073-1473 K line: 0.2103 eV
Dilute mean occupancy: 3.682e-05 (no unit)
Saturation error: 0.0238 %
Saturation error bound: 0.0239 %
Saturation error reaches 10 % at: 626 K
300 K dilute occupancy: 32.71 (no unit, impossible)
300 K full occupancy: 0.0141 (no unit)
Scatter of F, 500-site glasses, sampled: 10.4 %
Scatter of F, formula: 10.5 %
Quantum vibration changes n by: -0.037 %
Rotation barrier 0.10 eV: n times 0.566
  and H raised by 0.0580 eV
Width ~ T^0.1: lowering 0.1846 eV
Frequency exponent b = 0.1: F = 4.015
  and lowering 0.2501 eV
Cut at 3 s: F = 2.423
  and lowering 0.1885 eV
Skewness 0.2: F = 2.357
  and lowering 0.1804 eV
success
```
